# Wrinkling of a Porous Low-k Film on an Elastomer

## Question

The modulus of a thin porous dielectric can be inferred from the wrinkles that form when the film is compressed on a soft base. A uniform porous organosilicate film of thickness $h=200$ nm is transferred, free of stress, to a deep silicone elastomer and stays bonded to it. The plane-strain modulus of a material with Young modulus $E$ and Poisson ratio $\nu$ is $E/(1-\nu^2)$. It is $E_f=4$ GPa for the film and $E_s=2$ MPa for the base. The film has $\nu_f=0.25$, and the base is incompressible, $\nu_s=0.5$. Both are linear elastic. In parts (a) to (d) the deformation is plane strain, and compressive strain $\varepsilon$ and compressive load $F$ (force per width) are counted positive.

**(a)** The surface of the base is given the small deflection $w=A\cos kx$. Find the normal traction required, and show that no shear traction is needed to prevent tangential motion of the surface.

**(b)** Find the wavelength at which the film first wrinkles and the strain at which this happens. Evaluate both, and state when the result fails.

**(c)** Find the wrinkle amplitude beyond threshold, and evaluate it and the largest tensile strain along the film at $\varepsilon=0.5\,\%$.

**(d)** Express $E_f$ through the measured wavelength. What is its relative uncertainty if the independent standard errors are 2 % in wavelength, 1 % in thickness and 5 % in $E_s$? What modulus would be inferred if plasma had densified the top 10 nm to a plane-strain modulus of 12 GPa, with the Poisson ratio unchanged?

**(e)** In a uniaxial test the base is free to widen sideways. How does this change the threshold and the wavelength, and does it put the film at risk of cracking?

## Model answers

### (a) Stiffness of the base

Let the base fill $y\le 0$, with shear modulus $\mu$ and pressure $P$. Equilibrium and incompressibility require
$$\mu\nabla^2\mathbf u=\nabla P,\qquad \nabla\cdot\mathbf u=0 .$$
Take $u_x=U(y)\sin kx$ and $u_y=V(y)\cos kx$, with
$$V=A(1-ky)e^{ky},\qquad U=Aky\,e^{ky}.$$
These decay with depth and give $V(0)=A$, $U(0)=0$, as required. Since $V'=-Ak^2y\,e^{ky}$, we have $kU+V'=0$, which is incompressibility. The two components of the Laplacian are
$$\nabla^2u_x=(U''-k^2U)\sin kx=2Ak^2e^{ky}\sin kx,$$
$$\nabla^2u_y=(V''-k^2V)\cos kx=-2Ak^2e^{ky}\cos kx .$$
Both equilibrium equations are therefore satisfied by $P=-2\mu Ak\,e^{ky}\cos kx$.

At the surface the shear stress is $\mu(U'-kV)\sin kx=\mu(Ak-kA)\sin kx=0$. A surface held tangentially and a surface free of shear thus have the same solution. The normal stress is $-P+2\mu V'\cos kx$, and $V'(0)=0$, so it equals $2\mu kA\cos kx$. For an incompressible solid $E=3\mu$, hence $E_s=3\mu/(1-\tfrac14)=4\mu$, and the required traction is
$$p=\frac{E_sk}{2}\,w .$$
The base is stiffer against short waves because the deformation is confined to a depth of order $1/k$.

### (b) Wavelength and threshold

Treat the film as a thin plate. At height $z$ above its mid-plane the bending strain is $-zw''$, so the bending energy per area is
$$\frac{E_f}{2}w''^2\int_{-h/2}^{h/2}z^2\,dz=\frac D2 w''^2,\qquad D=\frac{E_fh^3}{12}.$$
A slope $w'$ shortens the projected length by $w'^2/2$ per unit length, so the load does work $Fw'^2/2$ per area. The base stores $pw/2$. Averages over a wavelength are $\langle w^2\rangle=A^2/2$, $\langle w'^2\rangle=k^2A^2/2$ and $\langle w''^2\rangle=k^4A^2/2$. The energy change on wrinkling is
$$\Delta U=\frac{A^2}{4}\left(Dk^4-Fk^2+\frac{E_sk}{2}\right).$$
The flat film loses stability to wavenumber $k$ when the bracket vanishes:
$$F(k)=Dk^2+\frac{E_s}{2k}.$$
Bending makes short waves costly, and the base makes long ones costly. The first wrinkle has the least $F$:
$$\frac{dF}{dk}=2Dk-\frac{E_s}{2k^2}=0\quad\Rightarrow\quad k^3=\frac{E_s}{4D}=\frac{3E_s}{E_fh^3}.$$
This is a minimum, since $F''=2D+E_s/k^3>0$. Therefore
$$\lambda=\frac{2\pi}{k}=2\pi h\left(\frac{E_f}{3E_s}\right)^{1/3}.$$
At the minimum $E_s=4Dk^3$, so the base term is $E_s/(2k)=2Dk^2$ and the total is $F_c=3Dk^2=E_fh^3k^2/4$. The critical strain is
$$\varepsilon_c=\frac{F_c}{E_fh}=\frac{(kh)^2}{4}=\frac14\left(\frac{3E_s}{E_f}\right)^{2/3}.$$

For the given film $E_f/(3E_s)=4000/6=666.7$, whose cube root is 8.736. Hence
$$\lambda=2\pi(0.200\ \mu\text m)(8.736)=10.98\ \mu\text m .$$
With $kh=1/8.736=0.1145$, the threshold is $\varepsilon_c=0.1145^2/4=0.328\,\%$. The critical stress is $E_f\varepsilon_c=13.1$ MPa and the load is $F_c=2.62$ N/m.

Plate theory needs $kh\ll1$, that is, $E_f\gg3E_s$; it fails when the two moduli are comparable. To test it here, the film was also treated as a prestressed two-dimensional elastic layer bonded to a base of Poisson ratio 0.4999. The least critical strain then occurs at 10.95 µm, which is 0.25 % below the plate value. That calculation itself leaves out finite-strain corrections of relative order $\varepsilon_c$, which can exceed this difference and reverse its sign. For a neo-Hookean film and base, both incompressible, the wavelength along the undeformed film lies 0.6 % above the plate value at this modulus ratio, 4 % above at $E_f/E_s=100$ and 22 % above at 10. The plate wavelength is thus good to better than 1 % here, but it degrades well before the moduli become comparable. With $E_f/E_s$ made eight times larger at fixed $h$, its wavelength grows by a factor 2.004, against 2 from the cube-root law.

Two further omissions are small. The base field decays as $e^{ky}$, apart from a linear factor, and a 1 mm slab has $k$ times depth equal to 572, so its lower face does not matter. Surface tension $\gamma$ opposes the load, replacing $F$ by $F-\gamma$. This leaves $k$ unchanged and, for a rough $\gamma=0.05$ N/m, raises the threshold load by 1.9 %.

### (c) Amplitude and strain

Now fix the strain $\varepsilon$ instead of the load. Wrinkling takes up a mean strain $s=\langle w'^2\rangle/2=k^2A^2/4$. The base resists tangential motion far less than the film resists stretching, so the remaining membrane compression $\varepsilon-s$ is taken as uniform. Apart from the energy of uniform compression of the base, which does not depend on $A$, the energy per area is
$$U=\frac{E_fh}{2}(\varepsilon-s)^2+\frac{E_fh^3k^4A^2}{48}+\frac{E_skA^2}{8}.$$
Write $e(k)=F(k)/(E_fh)=h^2k^2/12+E_s/(2E_fhk)$. Since $A^2=4s/k^2$, the last two terms together equal $E_fh\,s\,e(k)$, and
$$U=E_fh\left[\tfrac12(\varepsilon-s)^2+s\,e(k)\right].$$
At fixed $k$, $\partial U/\partial s=0$ gives $s=\varepsilon-e$, provided $e<\varepsilon$. Substitution gives
$$U=E_fh\left(\varepsilon e-\tfrac12e^2\right),$$
which increases with $e$ for $e<\varepsilon$. The lowest energy therefore belongs to the least $e$, namely $\varepsilon_c$, at the same $k$ as in part (b). The membrane compression stays at $\varepsilon_c$, and with $k^2=4\varepsilon_c/h^2$,
$$A=\frac2k\sqrt{\varepsilon-\varepsilon_c}=h\sqrt{\frac{\varepsilon}{\varepsilon_c}-1}.$$

At $\varepsilon=0.5\,\%$,
$$A=200\ \text{nm}\times\sqrt{0.5/0.3276-1}=145\ \text{nm}.$$
The derivation assumed a single sinusoid. As a test, the same energy was minimised over 24 cosine modes in a box of 110 µm from a random start. One mode survived, of wavelength 11 µm and amplitude 145.4 nm.

The bending strain at the film surface is
$$\frac{k^2Ah}{2}=\frac{(kh)^2}{2}\frac Ah=0.475\,\% .$$
The upper face at a crest is stretched by bending and compressed by the membrane strain, so its net tension is $0.475-0.328\approx0.15\,\%$. The largest slope is $kA=0.083$, which supports the small-slope expansion. The wavelength here is measured along the undeformed film; seen in the laboratory it is shortened by the factor $1-\varepsilon$, that is, by 0.5 %. Finite-strain corrections to the wavelength along the film, which can be of similar size, are left out.

### (d) Inferring the modulus

Solving the wavelength formula for the film modulus gives
$$E_f=3E_s\left(\frac{\lambda}{2\pi h}\right)^3,\qquad
\frac{\delta E_f}{E_f}=\frac{\delta E_s}{E_s}+3\frac{\delta\lambda}{\lambda}-3\frac{\delta h}{h}.$$
Independent errors add in quadrature:
$$\sqrt{(5\,\%)^2+(3\times2\,\%)^2+(3\times1\,\%)^2}=8.4\,\% .$$

With a skin, $k^3=E_s/(4D)$ still holds, but $D$ must be taken about the modulus-weighted neutral axis. Measured from the lower face, the layer centres lie at 95 and 195 nm, so
$$y_0=\frac{4(190)(95)+12(10)(195)}{4(190)+12(10)}=108.6\ \text{nm}.$$
Each layer contributes its own bending term and a displacement term:
$$D=4\left[\frac{190^3}{12}+190(13.6)^2\right]+12\left[\frac{10^3}{12}+10(86.4)^2\right]\approx3.32\times10^6\ \text{GPa nm}^3 .$$
The uniform film has $4(200)^3/12=2.67\times10^6$ GPa nm³. The ratio is about 1.25, and its cube root lengthens the wavelength by 7.6 %, to 11.81 µm. The two-dimensional calculation with the skin included gives 11.78 µm. An analyst who assumed a uniform film would report 4.99 GPa, although the thickness average is only $(4\times190+12\times10)/200=4.4$ GPa. The wavelength measures bending stiffness, to which material far from the neutral axis contributes most.

These parameters are rough but typical: porous organosilicates have moduli of a few GPa, and silicone elastomers of order 1 MPa. A processed film may not be uniform through its thickness. The skin assumed here shifts the inferred modulus by 25 %, three times the measurement uncertainty above. Viscoelasticity of the base, interfacial slip and delamination are not treated here.

### (e) Uniaxial compression

The base widens by $\nu_s\varepsilon$ and carries the film with it. This requires a base much thicker than $E_fh/E_s=0.4$ mm, so that the film hardly restrains the widening; a 1 mm slab, deep enough for part (b), would be only marginal here. The film's upper face is free, so Hooke's law for plane stress gives, before wrinkling,
$$\sigma_x=E_f(e_x+\nu_fe_y)=-E_f\varepsilon(1-\nu_f\nu_s).$$
Wrinkling still requires $\sigma_x=-E_f\varepsilon_c$, hence
$$\varepsilon_{\text{applied}}=\frac{\varepsilon_c}{1-\nu_f\nu_s}=\frac{0.3276\,\%}{0.875}=0.374\,\% .$$
The wrinkles do not curve in the transverse direction, so transverse stress does no work in forming them. $F(k)$ and the wavelength are unchanged. At 0.5 % applied strain the amplitude is smaller than in part (c), because the threshold is higher.

After wrinkling the mean $\sigma_x$ stays at $-13.1$ MPa. With Young modulus $E=E_f(1-\nu_f^2)=3.75$ GPa, the transverse stress at $\varepsilon=0.5\,\%$, averaged through the thickness, is
$$\sigma_y=E\nu_s\varepsilon+\nu_f\sigma_x=9.4-3.3=6.1\ \text{MPa (tension)}.$$
Bending changes the transverse stress by up to about 4 MPa either way at the film faces; the estimate below uses only the mean. A crack through the film, running along the compression direction, would relax this stress. A crude estimate lets the released load $\sigma_yh$ per width open the crack by $\sigma_yh/E_s$, because the soft base is what holds the film in place. The energy released per crack area would then be
$$\frac{\sigma_y}{2}\,\frac{\sigma_yh}{E_s}=\frac{\sigma_y^2h}{2E_s}=1.9\ \text{J/m}^2 .$$
For this film the estimate is too high, because the base is continuous under the crack tip and resists the opening there. For a flat film with a sharp crack ending at the bonded interface, linear elasticity gives about $120\,\sigma_y^2h/E_f=0.22$ J/m², and the prefactor grows only roughly as $(E_f/E_s)^{1/2}$. A void at the tip of half-width 0.2 to 8 nm raises the value to 0.85 to 1.1 J/m². The opening, 0.4 to 2 times $h$, strains the elastomer at the tip beyond the linear range, so 0.2 to 1 J/m² is a guide only. This is below the toughness of such films, roughly a few J/m², so cracking at 0.5 % is not expected, but the margin is modest if the tip debonds or the film is weaker. Since the energy release grows as $\sigma_y^2$, it is prudent in a uniaxial test to measure the wavelength just above threshold.

## Calculated quantities

```
Film thickness: 200 nm
Film plane-strain modulus: 4 GPa
Base plane-strain modulus: 2 MPa
Film Poisson ratio: 0.25
Base Poisson ratio: 0.5
Film Young modulus: 3.75 GPa
Base Young modulus: 1.5 MPa
Modulus ratio Ef/Es: 2000
Ef/(3 Es): 666.7
Cube root of Ef/(3 Es): 8.736
Wavelength, formula: 10.98 um
Wavenumber k: 0.5724 1/um
Product kh: 0.1145
Critical strain, formula: 0.3276 %
Critical film stress: 13.1 MPa
Critical load per width: 2.621 N/m
Wavelength, 2D continuum: 10.95 um
Critical strain, 2D continuum: 0.3274 %
Wavelength shift, 2D against formula: -0.25 %
Threshold shift, 2D against formula: -0.051 %
Wavelength ratio for 8 times Ef/Es, 2D: 2.004
Applied strain: 0.5 %
Amplitude, formula: 145.1 nm
Amplitude, many-mode minimum: 145.4 nm
Wavelength, many-mode minimum in 110 um box: 11 um
Largest slope kA: 0.083
Surface bending strain: 0.475 %
Net tensile strain at crest: 0.148 %
Assumed wavelength error: 2 %
Assumed thickness error: 1 %
Assumed base modulus error: 5 %
Inferred modulus error, rule: 8.37 %
Inferred modulus error, sampled: 8.37 %
Skin thickness: 10 nm
Skin plane-strain modulus: 12 GPa
Wavelength with skin, plate formula: 11.81 um
Wavelength with skin, 2D continuum: 11.78 um
Wavelength change from skin: 7.62 %
Apparent uniform-film modulus with skin: 4.99 GPa
Rough surface tension: 0.05 N/m
Surface tension / critical load: 1.9 %
Base depth: 1 mm
k times base depth: 572
Laboratory-frame wavelength: 10.92 um
Uniaxial applied threshold: 0.3744 %
Transverse film tension at applied strain: 6.1 MPa
Crack energy-release scale: 1.9 J/m2
```
